\section*{Why thin precipitates flatten as they grow: the minus one-fifth law}

A model oxide plate of volume $10^3\,\mathrm{nm^3}$ in silicon has, in the thin-plate limit, its lowest energy when it is 26 nm across and 2.8 nm thick. At $10^5\,\mathrm{nm^3}$ the best shape is 164 nm across and 7.1 nm thick. Growth at constant shape would multiply both lengths by $100^{1/3}\approx4.6$. Instead the diameter grows by a factor 6.3 and the thickness by only 2.5, so the thickness-to-diameter ratio falls from 0.108 to 0.043. The reason is a competition between interface energy, which favours a compact body, and strain energy, which favours a thin one.

Let the precipitate be an oblate spheroid with semi-axes $a,a,c$ and ratio $\beta=c/a$. Its volume is
\begin{equation}
V=\frac{4\pi}{3}a^2c=\frac{4\pi}{3}a^3\beta .
\end{equation}
The surrounding matrix is an unbounded, isotropic, linear elastic solid with shear modulus $\mu$ and Poisson ratio $\nu$. The interface energy per area, $\sigma$, is the same in all directions. Suppose that the matrix has made room for the whole width of the plate, but that a fraction $\varepsilon$ of its thickness has no room. The plate must then push the matrix apart. At distance $r$ from the axis each face is displaced by
\begin{equation}
u(r)=\varepsilon c\sqrt{1-r^2/a^2}\quad(r<a),\qquad u=0\quad(r>a).
\end{equation}
For $\beta\ll1$ the matrix can be treated as two half-spaces meeting at the plate's midplane, and the strain energy is the work needed to open a slit between them.

We therefore need the pressure that gives a half-space $z>0$ a prescribed normal surface displacement. Take a harmonic function $\phi=Ae^{-kz}\cos kx$ and try
\begin{align}
u_x&=(1-2\nu)\partial_x\phi+z\,\partial_x\partial_z\phi,\\
u_z&=-2(1-\nu)\partial_z\phi+z\,\partial_z^2\phi .
\end{align}
Since $\partial_x^2\phi=-\partial_z^2\phi$, the terms containing $z$ cancel in the divergence, which becomes
\begin{equation}
\nabla\!\cdot\mathbf u=\left[-(1-2\nu)-2(1-\nu)+1\right]\partial_z^2\phi
=-2(1-2\nu)\partial_z^2\phi .
\end{equation}
For any harmonic $\psi$, $\nabla^2(z\psi)=2\partial_z\psi$, so $\nabla^2\mathbf u=2\nabla\partial_z^2\phi$. The equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$ is thus satisfied. The shear stress is
\begin{equation}
\sigma_{xz}=\mu(\partial_zu_x+\partial_xu_z)=2\mu z\,\partial_x\partial_z^2\phi,
\end{equation}
which vanishes at the surface. With the Lamé constant $\lambda=2\mu\nu/(1-2\nu)$, the normal stress there is
\begin{equation}
\sigma_{zz}=2\mu\partial_zu_z+\lambda\nabla\!\cdot\mathbf u
=-2\mu(1-2\nu)\partial_z^2\phi-4\mu\nu\,\partial_z^2\phi
=-2\mu\,\partial_z^2\phi .
\end{equation}
The applied pressure is $p=-\sigma_{zz}=2\mu k^2A\cos kx$, while the displacement into the solid is $u_z=2(1-\nu)kA\cos kx$. Hence, for each surface wave,
\begin{equation}
p_k=\frac{\mu k}{1-\nu}\,u_k .
\end{equation}
Short waves are stiff and long waves are soft. A wide plate strains the matrix more gently than a narrow one of the same thickness.

Neglecting shear on the faces is justified to leading order. Outside the plate, mirror symmetry removes it from the midplane. Inside, the lateral stress in the plate is of order $\mu\varepsilon\beta$ when there is no lateral misfit. Balancing that stress over a thickness $c$ and a width $a$ takes a shear traction smaller by another factor $\beta$, whereas the pressure is of order $\mu\varepsilon\beta$.

The work on one half-space is $\frac12\int pu\,d^2r$, so the two together store
\begin{equation}
W=\int\frac{d^2k}{(2\pi)^2}\frac{\mu k}{1-\nu}|u_k|^2 .
\label{eq:slit}
\end{equation}
To transform the elliptical profile, note that a unit ball has height $2\sqrt{1-s^2}$ above a point of its equatorial disc. Cutting the ball into slices perpendicular to a wave vector $q$ lying in that disc gives
\begin{equation}
2\int_{s<1}\!\sqrt{1-s^2}\,e^{i\mathbf q\cdot\mathbf s}d^2s
=\int_{-1}^{1}\pi(1-x^2)\cos(qx)\,dx=\frac{4\pi j_1(q)}{q},
\end{equation}
where $j_1(q)=(\sin q-q\cos q)/q^2$. Therefore
\begin{equation}
u_k=2\pi\varepsilon c a^2\frac{j_1(ka)}{ka}.
\end{equation}
Inserting this in (\ref{eq:slit}), with $d^2k=2\pi k\,dk$, yields
\begin{equation}
W=\frac{2\pi\mu\varepsilon^2c^2a}{1-\nu}\int_0^\infty j_1^2(q)\,dq .
\end{equation}
The integral follows from $j_1(q)=\frac12\int_{-1}^{1}x\sin(qx)\,dx$. This is the Fourier transform of $-ix/2$ on $(-1,1)$, so Parseval's theorem gives $\int_{-\infty}^{\infty}j_1^2dq=2\pi\int_{-1}^{1}(x^2/4)dx=\pi/3$. Half of this belongs to positive $q$. Thus
\begin{equation}
W=\frac{\pi^2\mu\varepsilon^2c^2a}{3(1-\nu)},\qquad
\frac WV=g\beta,\qquad
g=\frac{\pi\mu\varepsilon^2}{4(1-\nu)} .
\label{eq:g}
\end{equation}
The strain-energy density is indeed proportional to the thickness-to-diameter ratio. The opened volume is $\varepsilon V$, so $W=\frac12\bar p\,\varepsilon V$ defines a mean pressure $\bar p=2g\beta/\varepsilon$; for this elliptical profile the pressure is in fact uniform over the faces. It is proportional to $\beta$, and the energy density stored by compressing the plate itself is therefore of order $\beta^2$. The plate's own stiffness does not enter $g$.

The interface area needs the same care. Writing the surface as $r=a\sqrt{1-x^2}$, $z=cx$ gives
\begin{align}
S&=4\pi a^2\int_0^1\sqrt{x^2+\beta^2(1-x^2)}\,dx\\
&=2\pi a^2\left[1+\frac{\beta^2}{e}\operatorname{arsinh}\frac e\beta\right],
\qquad e=\sqrt{1-\beta^2}.
\end{align}
For small $\beta$ the bracket tends to $1+\beta^2\ln(2/\beta)$. The leading area is that of the two faces, $2\pi a^2$.

Now hold $V$, $\sigma$ and $\varepsilon$ fixed and let the shape relax. Define the radius of the sphere of equal volume, $R=(3V/4\pi)^{1/3}$. Then $a^3\beta=R^3$, so $a=R\beta^{-1/3}$, and
\begin{equation}
E(\beta)=2\pi\sigma R^2\beta^{-2/3}+\frac{4\pi}{3}gR^3\beta .
\end{equation}
Differentiation gives
\begin{equation}
\frac{dE}{d\beta}=-\frac{4\pi}{3}\sigma R^2\beta^{-5/3}
+\frac{4\pi}{3}gR^3=0,
\end{equation}
so that $\beta^{5/3}=\sigma/(gR)$ and
\begin{equation}
\boxed{\;\beta=\left(\frac{\sigma}{gR}\right)^{3/5}
=\left(\frac\sigma g\right)^{3/5}\left(\frac{4\pi}{3V}\right)^{1/5}
\propto V^{-1/5}.\;}
\label{eq:law}
\end{equation}
As a function of $\ln\beta$, $E$ is a sum of a falling and a rising exponential. It is strictly convex and grows without bound at both ends, so this stationary point is its one minimum. The result is consistent with the thin-plate assumption if $R\gg\sigma/g$. As $R$ approaches $\sigma/g$, the formula gives $\beta$ near one and has left its range.

The exponent can be read from the two energies. At fixed shape the interface energy grows as $V^{2/3}$ and the strain energy as $V$. A growing plate must flatten to keep them in balance. Using $gR\beta^{5/3}=\sigma$ in the strain term shows what the balance is:
\begin{equation}
\frac{E_{\rm strain}}{E_{\rm int}}
=\frac{(4\pi/3)gR^3\beta}{2\pi\sigma R^2\beta^{-2/3}}=\frac23 .
\end{equation}
The semi-axes follow from $a=R\beta^{-1/3}$ and $c=a\beta$:
\begin{equation}
a=R^{6/5}\left(\frac g\sigma\right)^{1/5},\qquad
c=R^{3/5}\left(\frac\sigma g\right)^{2/5},\qquad
c^2=\frac{\sigma a}{g}.
\end{equation}
Diameter therefore grows as $V^{2/5}$, thickness as $V^{1/5}$, and total energy, $\frac53E_{\rm int}=\frac{10\pi}{3}\sigma a^2$, as $V^{4/5}$.

For the numerical case take $\mu=65$ GPa, $\nu=0.22$, $\sigma=0.4\,\mathrm{J/m^2}$ and $\varepsilon=0.2$. Equation (\ref{eq:g}) gives
\begin{equation}
g=\frac{\pi(65)(0.2)^2}{4(0.78)}=2.62\ \mathrm{GPa}.
\end{equation}
Because $1\,\mathrm{J/m^2}=1\,\mathrm{GPa\,nm}$, the material length is $\sigma/g=0.153$ nm. At $V=10^3\,\mathrm{nm^3}$, $R=6.20$ nm and
\begin{equation}
\beta=\left(\frac{0.1528}{6.204}\right)^{3/5}=0.108 .
\end{equation}
The diameter is $2R\beta^{-1/3}=26.0$ nm, and multiplication by $\beta$ gives a thickness of 2.82 nm. The same arithmetic for three volumes gives
\[
\begin{array}{ccccc}
V\ (\mathrm{nm^3}) & \beta & 2a\ (\mathrm{nm}) & 2c\ (\mathrm{nm}) & \bar p\ (\mathrm{GPa})\\
10^3&0.108&26.0&2.82&2.8\\
10^4&0.068&65.4&4.47&1.8\\
10^5&0.043&164&7.08&1.1
\end{array}
\]
At the smallest volume the interface costs 2.66 keV and the strain 1.77 keV, in the ratio 3 to 2. The pressure falls during growth because it is proportional to $\beta$ at fixed $\varepsilon$. Typical matrix strains are of order $\varepsilon\beta\approx0.02$, much smaller than $\varepsilon$, but near the sharp rim they rise to order $\varepsilon$. Linear elasticity is least secure there. The rim's radius of curvature, $c^2/a=\sigma/g=0.15$ nm at every volume in the thin law (0.17 to 0.19 nm with the oxide stiffness used below), is about a bond length, so the continuum shape cannot be taken literally at the rim.

A second calculation shows where the linear strain law comes from and when it fails. Let the plate have the elastic constants of the matrix, and add a misfit $\eta$ in both directions within its plane. Resolve the misfit into plane waves. Displacements varying along a wave direction $\mathbf n$ can relax every strain component involving $\mathbf n$, but not the two normal strains perpendicular to it. If $\mathbf n$ makes an angle $\theta$ with the plate normal, these are
\begin{equation}
e_1=\eta,\qquad e_2=\eta+\delta q,\qquad
\delta=\varepsilon-\eta,\quad q=\sin^2\theta .
\end{equation}
No shear couples them. With zero stress along $\mathbf n$, their energy density is
\begin{align}
w&=\frac{\mu}{1-\nu}\left(e_1^2+e_2^2+2\nu e_1e_2\right)\\
&=\frac{\mu}{1-\nu}\left[2(1+\nu)\eta^2
+2(1+\nu)\eta\delta q+\delta^2q^2\right].
\end{align}
The Fourier weight of a spheroid depends only on the length of the scaled vector $(ak_x,ak_y,ck_z)$. The directions of that vector are equally weighted. If $s$ is the cosine of its angle with the axis, then $s$ is uniform on $(0,1)$ and
\begin{equation}
q=\frac{\beta^2(1-s^2)}{s^2+\beta^2(1-s^2)} .
\end{equation}
For a thin plate set $s=\beta t$, so that $q\simeq1/(1+t^2)$. The averages are
\begin{equation}
\langle q\rangle\simeq\beta\int_0^\infty\frac{dt}{1+t^2}=\frac{\pi\beta}{2},
\qquad
\langle q^2\rangle\simeq\beta\int_0^\infty\frac{dt}{(1+t^2)^2}
=\frac{\pi\beta}{4}.
\end{equation}
Consequently,
\begin{equation}
\frac WV=\frac{2\mu(1+\nu)}{1-\nu}\eta^2+g_\eta\beta,\qquad
g_\eta=\frac{\pi\mu}{4(1-\nu)}
\left[\delta^2+4(1+\nu)\eta\delta\right].
\end{equation}
For $\eta=0$ this recovers the slit result. The first term does not depend on shape, so at fixed $V$ it has no influence on $\beta$. The law (\ref{eq:law}) survives with $g$ replaced by $g_\eta$ if $g_\eta>0$. For a purely dilatational misfit, $\eta=\varepsilon$, we have $\delta=0$ and $w$ is independent of $q$. The strain energy is then the same for every $\beta$, and for equal stiffness strain gives no reason to flatten. A plate softer than the matrix still lowers its strain energy by flattening. For equal stiffness and $\varepsilon>0$, $g_\eta<0$ if $\eta<-\varepsilon/(3+4\nu)$ or $\eta>\varepsilon$, and the thin-plate energy then has no minimum. Unlike $g$, the slope $g_\eta$ depends on the plate's stiffness: for the softer oxide considered below and $\varepsilon=0.2$ it changes sign near $\eta=-0.11$ rather than $-0.05$, and it is still positive at $\eta=\varepsilon$.

This calculation also supplies corrections at finite thickness. For $\eta=0$ and equal stiffness, use $W/V=\mu\varepsilon^2\langle q^2\rangle/(1-\nu)$ with the full average and the full area, and minimise numerically. At $10^3\,\mathrm{nm^3}$ the ratio becomes 0.1075, against 0.1084 from the thin law. Between $10^{10}$ and $10^{11}\,\mathrm{nm^3}$, volumes chosen to reach the thin limit rather than to describe real plates, the fitted exponent is $-0.19998$. Adding $\eta=0.01$ at $10^3\,\mathrm{nm^3}$ lowers the ratio from 0.1075 to 0.102.

A softer plate matters more. In a bonded spheroid with uniform misfit the stress is uniform, and can be found by replacing the plate with matrix material whose misfit is chosen to give the same total strain and stress. With a plate shear modulus of 31 GPa and Poisson ratio 0.17, numerical minimisation gives $\beta=0.124$ at $10^3\,\mathrm{nm^3}$, 14\% above the thin law. At $10^5\,\mathrm{nm^3}$ it gives 0.0457, 6\% above it. A plate of equal stiffness also absorbs a fraction of order $\beta$ of its misfit, yet its $W/V$ departs from $g\beta$ only at relative order $\beta^2$. The soft plate absorbs more, which lowers $W/V$ by a relative amount of about $1.2\beta$, so a thicker shape is penalised less. Since the correction fades with growth, the mean exponent over this range is $-0.217$ rather than $-0.2$. These values treat the oxide as an elastic solid. If it flows during a hot anneal and carries no shear, the same bulk modulus gives ratios of 0.166 and 0.049 and a mean exponent of about $-0.26$.

Thermal agitation hardly blurs the shape. Put $y=\ln(\beta/\beta_0)$, where $\beta_0$ is the equilibrium ratio. The thin-plate energy is
\begin{equation}
E=E_{\rm int}\left(e^{-2y/3}+\tfrac23e^y\right),\qquad
E''(0)=\left(\tfrac49+\tfrac23\right)E_{\rm int}
=\tfrac{10}{9}E_{\rm int}.
\end{equation}
Treating $y$ as a classical coordinate gives a root-mean-square spread $[k_BT/(10E_{\rm int}/9)]^{1/2}$. At 1273 K, $k_BT=0.110$ eV, and the spread at the smallest volume is 0.6\%.

The parameters are rough values in the regime of amorphous oxide platelets in silicon, which lie near cube planes and can be tens of nanometres or more across and a few nanometres thick. Oxide takes up roughly twice the volume of the silicon it consumes. Emission of silicon interstitials or absorption of vacancies makes much of the room, and $\varepsilon=0.2$ is a chosen residue, not a measured one. Silicon's cubic elasticity is a small matter here: with rough stiffnesses $C_{11},C_{12},C_{44}=166,64,80$ GPa, an equal-stiffness plate on a cube plane has a strain energy that raises $\beta$ by about 0.6\% relative to the isotropic constants used here. Measured against the Reuss or Voigt average of the same cubic constants, the shift is 1.4\% or 3.5\%. Uncertainty in $\sigma$ is larger, since doubling it multiplies $\beta$ by $2^{3/5}=1.52$. The least secure assumption is a constant $\varepsilon$. Because $g\propto\varepsilon^2$, halving $\varepsilon$ at fixed volume multiplies $\beta$ by $2^{6/5}=2.30$. Both factors are thin-law values; with the oxide's stiffness at $10^3\,\mathrm{nm^3}$ they become 1.61 and 2.61. If relief during growth makes $\varepsilon\propto V^{-m}$, then
\begin{equation}
\beta\propto V^{-1/5+6m/5},
\end{equation}
and $m=1/6$ suffices to stop the flattening. The model also requires matter to move around the plate quickly enough for its shape to relax. Where oxygen supply or interface reaction controls growth, the minimum-energy ratio need not be reached.

One route to relief is for the plate to shed a dislocation loop, carrying away a layer of thickness $b$. For a rough energy estimate, take a loop of radius $a$ and use (\ref{eq:slit}) with a uniform half-opening $b/2$. Its transform is $\pi ba^2J_1(ka)/(ka)$, and a cutoff at wavelength $b$ gives
\begin{equation}
W_{\rm loop}=\frac{\pi\mu b^2a}{2(1-\nu)}
\int_0^{2\pi a/b}J_1^2(q)\,dq .
\end{equation}
The cutoff is needed because the integral grows logarithmically. If the loop moves far away while the plate's shape is held fixed, the opened volume falls by a fraction $\rho=\pi a^2b/(\varepsilon V)$. If the remaining opening redistributes into an elliptical profile, the strain energy is quadratic in that volume and the release is $W[1-(1-\rho)^2]$. At the smallest volume $\rho\approx1$, so one loop would remove the whole misfit. For $b=0.38$ nm, numerical integration gives a cost of 2.9 keV against a release of 1.8 keV at $10^3\,\mathrm{nm^3}$. The corresponding pairs are 8.5 and 9.7 keV at $10^4\,\mathrm{nm^3}$, and 24 and 45 keV at $10^5\,\mathrm{nm^3}$. The crossover is uncertain. Changing the cutoff from $2b$ to $b/4$ moves it from about $4\times10^3$ to $1.2\times10^4\,\mathrm{nm^3}$. The length 0.38 nm is that of silicon's $\frac12\langle110\rangle$ Burgers vector, of which only 0.27 nm lies along the normal of a cube plane; using that vector gives cost and release of 8.2 and 7.9 keV at $10^4\,\mathrm{nm^3}$ and about 23 and 35 keV at $10^5\,\mathrm{nm^3}$. Without redistribution, removing a uniform layer of 0.38 nm over the whole radius leaves an opposite step at the rim and releases only about 5 to 6 and 31 to 32 keV at these volumes. A favourable balance also says nothing about the barrier. Even so, if its misfit can redistribute, the largest plate in the example has an energetic reason to lose misfit. Its ratio of 0.043 is the equilibrium value if $\varepsilon$ remains 0.2, not a prediction for a plate that has shed loops.
